\section*{Directional thermal emission from a reciprocal body with nonuniform temperature}

\section{The calculation to choose}

To compute the thermal radiation of a body with a temperature profile, one may place a random current in every volume element and solve for the field each sends to the detector. The alternative is to illuminate the cold-source problem once, from the detector's direction, and record where the wave is absorbed. The second calculation needs one field solution per direction, polarisation and frequency, however many temperatures the body contains. It is permitted by the following result for a reciprocal body:
\begin{equation}
P(\mathbf u,\mathbf e,\omega)=\int \sigma(\mathbf r)\,B_1(\omega,T(\mathbf r))\,d^3r,\qquad
B_1=\frac{\omega^2}{8\pi^3c^2}\,\Theta,\quad
\Theta=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1}.
\label{law}
\end{equation}
Here $P$ is the power emitted per solid angle and per positive angular frequency into direction $\mathbf u$ and polarisation $\mathbf e$, and $B_1$ is the Planck radiance of one polarisation. The absorption cross-section per volume, $\sigma$, belongs to the incoming wave $\mathbf e^*e^{-ik\mathbf u\cdot\mathbf r}$, with $k=\omega/c$. The conjugate matters for elliptic polarisation: the travel direction and the sense of rotation both reverse, so the helicity is unchanged.

The body is finite, stationary and nonmagnetic, and stands in vacuum. Its response is linear and local, with a symmetric permittivity tensor $\varepsilon(\mathbf r,\omega)$ taken at the local temperature. Each element is in local equilibrium. Radiation arriving from the surroundings is a separate contribution. SI units and the time factor $e^{-i\omega t}$ are used.

\section{A field identity}

Let two fields obey $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=\mathbf J-i\omega\varepsilon_0\varepsilon\mathbf E$. Then
\begin{align}
\nabla\cdot(\mathbf E_1\times\mathbf H_2)
&=\mathbf H_2\cdot\nabla\times\mathbf E_1-\mathbf E_1\cdot\nabla\times\mathbf H_2\nonumber\\
&=i\omega\mu_0\mathbf H_1\cdot\mathbf H_2-\mathbf E_1\cdot\mathbf J_2
+i\omega\varepsilon_0\mathbf E_1\cdot\varepsilon\mathbf E_2 .
\end{align}
Subtract the same expression with 1 and 2 exchanged. The magnetic terms cancel, and the permittivity terms cancel because $\varepsilon=\varepsilon^T$. Integration gives
\begin{equation}
\oint(\mathbf E_1\times\mathbf H_2-\mathbf E_2\times\mathbf H_1)\cdot d\mathbf S
=\int(\mathbf E_2\cdot\mathbf J_1-\mathbf E_1\cdot\mathbf J_2)\,d^3r .
\label{lorentz}
\end{equation}

On a distant sphere each field has an incoming and an outgoing part,
\begin{equation}
\mathbf E=\frac{\mathbf A e^{-ikr}+\mathbf Be^{ikr}}{r},\qquad
Z_0\mathbf H=\hat{\mathbf r}\times\frac{\mathbf Be^{ikr}-\mathbf Ae^{-ikr}}{r},
\end{equation}
with $Z_0=1/(\varepsilon_0c)$ and $\mathbf A,\mathbf B$ transverse functions of $\hat{\mathbf r}$. Since $\hat{\mathbf r}\cdot[\mathbf E\times(\hat{\mathbf r}\times\mathbf B)]=\mathbf E\cdot\mathbf B$, the first surface term contains
\[
\mathbf A_1\cdot\mathbf B_2-\mathbf B_1\cdot\mathbf A_2
-\mathbf A_1\cdot\mathbf A_2e^{-2ikr}+\mathbf B_1\cdot\mathbf B_2e^{2ikr}.
\]
The last two products are symmetric in 1 and 2 and drop out on subtraction; the first two double:
\begin{equation}
\oint(\cdots)\cdot d\mathbf S=\frac{2}{Z_0}\int(\mathbf A_1\cdot\mathbf B_2-\mathbf B_1\cdot\mathbf A_2)\,d\Omega .
\label{surface}
\end{equation}

\section{First derivation: fluctuating currents}

\subsection{Strength of the noise}

Consider a small element of volume $V$ with energy levels $E_n$, thermal populations $P_n$ and dipole matrix elements $\mathbf p_{nm}$. A field $\mathrm{Re}(\mathbf f e^{-i\omega t})$ couples through $-\mathbf p\cdot\mathbf E$. The golden rule gives upward minus downward transitions, and hence the absorbed power
\begin{equation}
\tfrac12\omega\,\mathbf f^\dagger\alpha''\mathbf f
=\hbar\omega\,\frac{2\pi}{\hbar}\sum_{nm}(P_m-P_n)\frac{|\mathbf f\cdot\mathbf p_{nm}|^2}{4}\,
\delta(E_n-E_m-\hbar\omega),
\end{equation}
where $\alpha''=(\alpha-\alpha^\dagger)/2i$ is the lossy part of the polarisability. Thermal populations obey $P_m=P_ne^{\hbar\omega/k_BT}$ on each line, so
\begin{equation}
\mathbf f^\dagger\alpha''\mathbf f=\pi(e^{\hbar\omega/k_BT}-1)\sum_{nm}P_n|\mathbf f\cdot\mathbf p_{nm}|^2\delta(E_n-E_m-\hbar\omega).
\end{equation}
Emission starts in the upper state $n$. The emission spectrum of the dipole component $\mathbf g\cdot\mathbf p$ is $2\pi\hbar\sum P_n|\mathbf g\cdot\mathbf p_{mn}|^2\delta(E_n-E_m-\hbar\omega)$. Because $\mathbf p_{mn}=\mathbf p_{nm}^*$, this is the preceding sum with $\mathbf f=\mathbf g^*$. Dividing the two expressions gives the dipole spectrum $2\hbar\alpha''/(e^{\hbar\omega/k_BT}-1)=2\Theta\alpha''/\omega$. There is no zero-point term, since a ground state cannot emit.

For the element $\alpha''=\varepsilon_0\varepsilon''V$. The current density is $-i\omega\mathbf p/V$, which multiplies the dipole spectrum by $\omega^2/V^2$. With different elements uncorrelated, $1/V$ becomes a delta function:
\begin{equation}
\langle j_aj_b^*\rangle=2\omega\varepsilon_0\varepsilon''_{ab}\,\Theta(\omega,T(\mathbf r))\,\delta(\mathbf r-\mathbf r').
\label{noise}
\end{equation}
A factor $2\pi\delta(\omega-\omega')$ is understood.

\subsection{Signal at the detector}

Let field 1 be radiated by $\mathbf j$. Let field 2 come from a remote current element $J\mathbf e^*\delta(\mathbf r-R\mathbf u)$. Both are purely outgoing on a sphere enclosing everything, so (\ref{surface}) vanishes and (\ref{lorentz}) becomes $J\mathbf e^*\cdot\mathbf E_1(R\mathbf u)=\int\mathbf j\cdot\mathbf E_2\,d^3r$. Near the body the remote element supplies a plane wave of amplitude $i\omega\mu_0Je^{ikR}/(4\pi R)$. If $\mathbf F$ is the total internal field for unit incident amplitude, then
\begin{equation}
\mathbf e^*\cdot\mathbf E_1(R\mathbf u)=\frac{i\omega\mu_0e^{ikR}}{4\pi R}\int\mathbf F\cdot\mathbf j\,d^3r .
\label{signal}
\end{equation}
Let $S$ be the spectrum of this amplitude. Counting the positive-frequency part and its conjugate gives a mean-square field $2\int_0^\infty S\,d\omega/2\pi$, so the power per solid angle and frequency is $R^2\varepsilon_0cS/\pi$. Inserting (\ref{noise}),
\begin{align}
P&=\frac{\varepsilon_0c}{\pi}\frac{\omega^2\mu_0^2}{16\pi^2}
\int2\omega\varepsilon_0\,\mathbf F^T\varepsilon''\mathbf F^*\,\Theta\,d^3r
=\frac{k^3}{8\pi^3}\int\mathbf F^\dagger\varepsilon''\mathbf F\,\Theta\,d^3r .
\label{first}
\end{align}
The last step uses $\varepsilon_0\mu_0=c^{-2}$ and the symmetry of $\varepsilon''$. The incoming wave dissipates $\frac12\omega\varepsilon_0\mathbf F^\dagger\varepsilon''\mathbf F$ per volume and carries intensity $\frac12\varepsilon_0c$. Their ratio is $\sigma=k\mathbf F^\dagger\varepsilon''\mathbf F$, which turns (\ref{first}) into (\ref{law}).

\section{Second derivation: losses as transmission lines}

Here no dipole noise is introduced. At the chosen frequency, keep the real, lossless part of $\varepsilon$ in the body and let the loss be energy that leaves through lines. A reciprocal $\varepsilon''$ is real and symmetric, so it has three real principal axes. Cut the body into cubes of side $\ell$ aligned locally with them. Along axis $i$ the voltage is $V=E_i\ell$ and the current is $I=J_i\ell^2$. Attach a line of real impedance $Z$ with
\begin{equation}
\frac1Z=\omega\varepsilon_0\varepsilon''_i\,\ell,\qquad V=\sqrt Z(a+b),\qquad I=\frac{b-a}{\sqrt Z}.
\label{line}
\end{equation}
The wave $a$ comes from the line and $b$ enters it; the power entering is $\frac12(|b|^2-|a|^2)$. With $a=0$, $I=V/Z$ reproduces the absorbing current $J_i=\omega\varepsilon_0\varepsilon''_iE_i$.

Apply (\ref{lorentz}) with these line currents as $\mathbf J$. Each line contributes
\begin{align}
V_2I_1-V_1I_2&=(a_2+b_2)(b_1-a_1)-(a_1+b_1)(b_2-a_2)\nonumber\\
&=2(b_1a_2-a_1b_2).
\end{align}
In situation 1 a wave $a_1$ arrives from one line and nothing arrives from space, so $\mathbf A_1=0$. In situation 2 nothing arrives from the lines and a plane wave arrives from space. Equations (\ref{lorentz}) and (\ref{surface}) then give
\begin{equation}
a_1b_2=\frac1{Z_0}\int\mathbf B_1\cdot\mathbf A_2\,d\Omega .
\label{ports}
\end{equation}

To find $\mathbf A_2$, integrate $e^{-ikr\mathbf u\cdot\hat{\mathbf r}}$ against a smooth angular function $f$. With $\mu=\mathbf u\cdot\hat{\mathbf r}$ and $\bar f$ the azimuthal average, integration by parts gives at large $r$
\begin{equation}
2\pi\int_{-1}^1e^{-ikr\mu}\bar f\,d\mu\to
\frac{2\pi i}{kr}\left[e^{-ikr}f(\mathbf u)-e^{ikr}f(-\mathbf u)\right].
\end{equation}
The incoming part is therefore $\mathbf A_2=(2\pi i/k)\mathbf e^*\delta(\hat{\mathbf r}-\mathbf u)$. Equation (\ref{ports}) becomes $a_1b_2=2\pi i\,\mathbf e^*\cdot\mathbf B_1(\mathbf u)/(kZ_0)$.

The line absorbs $\frac12|b_2|^2=\sigma_j/(2Z_0)$, which defines its cross-section $\sigma_j$. The power it radiates per solid angle is
\begin{equation}
\frac{|\mathbf e^*\cdot\mathbf B_1|^2}{2Z_0}
=\frac{k^2Z_0}{8\pi^2}|a_1|^2|b_2|^2
=\frac{k^2\sigma_j}{4\pi^2}\,\frac{|a_1|^2}{2}.
\label{second}
\end{equation}
It remains to find the thermal power arriving from a line. A line of length $D$ and wave speed $v$ has $D\,d\omega/(2\pi v)$ modes travelling one way in $d\omega$. Each holds energy $\Theta$ and delivers it at the rate $\Theta v/D$, so the arriving power is $\Theta\,d\omega/2\pi$. Substitution in (\ref{second}) gives $k^2\sigma_j\Theta/(8\pi^3)=\sigma_jB_1$. Waves from different lines are uncorrelated, so powers add. The sum over three axes and all cubes is (\ref{law}).

\section{What the derivations assume}

Both assume local response, uncorrelated elements and local equilibrium. The first obtains the noise from level populations. The second replaces those levels by matched lines and needs the thermal energy of a travelling mode. Their noise strengths agree: eliminating $b$ from (\ref{line}) gives $I=V/Z-2a/\sqrt Z$. The source current $2a/\sqrt Z$ has mean square $4(\Theta/2\pi)/Z=2\Theta/(\pi Z)$ per positive frequency. Equation (\ref{noise}), integrated over the cube's cross-section and averaged along its length, gives the current spectrum $2\Theta/Z$, and division by $\pi$ gives the same value.

The first route extends more directly to a nonreciprocal body. If field 2 is solved with $\varepsilon^T$, the permittivity terms in (\ref{lorentz}) still cancel. Then $\mathbf F^T\varepsilon''\mathbf F^*=\mathbf F^\dagger(\varepsilon'')^T\mathbf F$ is the loss in the transposed body, and the absorption must be computed there. The line construction as given fails, because $\varepsilon''$ need not have real principal axes and the lossless remainder need not be reciprocal.

At uniform temperature, (\ref{law}) reduces to Kirchhoff's law, $P=B_1\int\sigma\,d^3r$. For $k_BT\gg\hbar\omega$, $\Theta\to k_BT$ and the body radiates as if at its absorption-weighted mean temperature. In the opposite limit $\Theta\to\hbar\omega e^{-\hbar\omega/k_BT}$, which strongly favours hot absorbing regions. Optical gain, carriers out of equilibrium with the lattice and nonlocal response lie outside the assumptions made here.

\section{A platinum film above a platinum mirror}

For a wide stack of area $S$ viewed at angle $\theta$ from its normal, the emitted power is $S\cos\theta\,L$, where $L$ is the radiance. The intercepted power is also proportional to $S\cos\theta$. Hence $\int\sigma\,dx\,dy=S\cos\theta\,a(z)$ and
\begin{equation}
L=\int a(z)B_1(T(z))\,dz,\qquad a=\frac{k\varepsilon''|\mathbf F|^2}{\cos\theta},
\end{equation}
for isotropic layers, with $a$ the absorptance per depth.

Consider a 10 nm Pt film at 600 K, separated by a 2.5 $\mu$m vacuum gap from a 200 nm Pt mirror at 300 K. The wavelength is 5 $\mu$m and the angle $30^\circ$. Rough Drude values are used: plasma energy 5 eV and damping 0.07 eV at 300 K, proportional to temperature. They imply a static resistivity about twice that of bulk platinum, so the numbers illustrate the method and do not predict a particular device. They give $\varepsilon=-307+174i$ in the film and $-376+106i$ in the mirror. Transfer matrices give the fields, and Gauss--Legendre quadrature integrates the absorption over depth.

Converted to wavelength by $|d\omega/d\lambda|=2\pi c/\lambda^2$, $B_1$ is 158.8 at 600 K and 1.30 at 300 K, in W\,m$^{-2}$\,sr$^{-1}\,\mu$m$^{-1}$, the unit of all radiances below. The film and mirror absorptances are 0.611 and 0.011 in s polarisation, and 0.817 and 0.028 in p. Thus
\begin{align}
L_s&=0.611(158.8)+0.011(1.30)\simeq97.1,\nonumber\\
L_p&=0.817(158.8)+0.028(1.30)\simeq129.8 .
\end{align}
The sum is 227. Assigning 600 K to all the absorption gives 233, which is 2.7\% above the local result. If the temperatures are exchanged and the permittivities updated, the local result is 16.0, whereas the one-temperature estimate is 179. Most of the absorption is then in the cold film.

With the temperatures as first set, the radiance is 5.9 at normal incidence, 227 at $30^\circ$ and 120 at $60^\circ$. An ideal mirror explains the near-darkness at normal incidence. At this incidence the standing electric field varies as $\sin kh$ with height $h$ above the mirror, and the gap $g$ has $kg=\pi$, which puts a field node at the film. With an ideal mirror the finite film alone would give 0.14. The rest comes from the real mirror, whose field penetration of about 40 nm shifts the node: at normal incidence the darkest gap is near 2.455 $\mu$m, and at 2.5 $\mu$m the radiance falls to 0.4 at $10^\circ$ before rising to 245 at $25^\circ$. The undisturbed standing wave locates the node but does not give the bright angles: $\sin^2(kg\cos\theta)$ is 0.08 at $25^\circ$ and 1 at $60^\circ$. The film, with $|\varepsilon|kd\approx4$ for its thickness $d$, strongly alters the field it sits in.

A graded profile shows the same dependence on position. Take a 4 $\mu$m slab with $\varepsilon=2.25+0.4i\,T/(300\,\mathrm K)$, in 30 equal layers from 300 to 600 K. At the same wavelength and angle, its p radiance is 73.8 from the hot face and 27.8 from the cold face, although the absorptances, 0.849 and 0.855, differ by less than 1\%. The end layers are held at exactly 300 and 600 K; for a continuous linear profile, the limit of many thin layers, the radiances are 71.4 and 27.2.

The Pt stack idealises a vacuum-packaged infrared microheater. A 10 nm film is very thin for a heater, and its stability at 600 K is not treated. A suspended film can bow, which breaks the assumption of a uniform gap: with all else fixed, a gap change of $+0.1$ or $-0.1$ $\mu$m changes the total radiance by $+7$ or $-13\%$. A film 10 K hotter emits 9\% more. Adding a lossless 100 nm membrane of index 2 beneath the film, with the vacuum gap kept at 2.5 $\mu$m, changes the result by $-3\%$, and raising $\varepsilon''$ of both metals by 20\% by $-4.5\%$. Interband transitions change the real part of $\varepsilon$ as well: adding a rough interband term of $70+16i$ to both metals changes the result by $+7\%$. The rough Drude values matter more than any of these: halving the damping, which brings the resistivity near the bulk value, changes the result by $-24\%$, holding the damping at its 300 K value by $-25\%$, and a plasma energy of 5.5 eV by $-18\%$. Reflected 300 K room radiation adds 0.3\% of the emission. These shifts concern the device model; (\ref{law}) applies to each altered stack if its assumptions hold.
